# Relaxation times of a slab with a heated and an isothermal face

**Q.** You say that a slab heated on one face and cooled on the other has definite relaxation times. "Heated" is vague. Does it matter how?

**A.** It does. I mean that a heat flux is prescribed on the heated face, as when a thin layer of transistors dissipates a given power there and practically all of it flows into the slab at once. The slab has thickness \(L\), area \(A\), conductivity \(k\) and heat capacity per volume \(c\), all constant. Heat flows along \(x\) alone, and none is generated inside. A power \(P\) enters at \(x=0\), so the flux is \(q=P/A\). The face \(x=L\) is held at a fixed temperature, and \(\theta(x,t)\) is the rise above it.

The flux in the \(+x\) direction is \(-k\,\partial\theta/\partial x\). A thin layer stores the difference between what enters and what leaves, so
\[
c\,\frac{\partial\theta}{\partial t}=-\frac{\partial}{\partial x}\left(-k\frac{\partial\theta}{\partial x}\right),
\qquad\text{or}\qquad
\frac{\partial\theta}{\partial t}=\alpha\frac{\partial^2\theta}{\partial x^2},\quad \alpha=\frac kc .
\]
The boundary conditions are
\[
-k\,\frac{\partial\theta}{\partial x}(0,t)=q,\qquad \theta(L,t)=0 .
\]

**Q.** Then the relaxation times should depend on \(q\), which appears in the conditions.

**A.** For constant \(q\), split off the steady state. It has zero second derivative, slope \(-q/k\) and value zero at \(x=L\):
\[
\theta_s(x)=\frac{q(L-x)}{k}.
\]
The deviation \(u=\theta-\theta_s\) obeys the same heat equation, because \(\theta_s\) contributes nothing to either side. Its boundary conditions are
\[
\frac{\partial u}{\partial x}(0,t)=0,\qquad u(L,t)=0 .
\]
The flux has disappeared. It sets where the slab is going, while the times describe how deviations from that state die out.

**Q.** Why should a deviation die out at all, and at which rates?

**A.** Look for deviations that keep their shape, \(u=X(x)e^{-t/\tau}\). Inserting this and cancelling the exponential gives
\[
X''=-\frac{X}{\alpha\tau},\qquad X'(0)=0,\qquad X(L)=0 .
\]
Multiply by \(X\) and integrate by parts:
\[
-\frac1{\alpha\tau}\int_0^L X^2dx=\big[XX'\big]_0^L-\int_0^L X'^2dx=-\int_0^L X'^2dx .
\]
The boundary term vanishes at \(0\) because \(X'=0\) and at \(L\) because \(X=0\). The last integral is positive, since a constant \(X\) would have to be zero. Hence \(\tau>0\). For a complex \(X\) one multiplies by its conjugate instead, and the same argument shows that \(\tau\) is real.

We may therefore write \(\mu^2=1/(\alpha\tau)\) with \(\mu>0\). The general solution is \(X=a\cos\mu x+b\sin\mu x\). The condition \(X'(0)=b\mu=0\) removes the sine, and the cold face requires
\[
\cos\mu L=0,\qquad \mu_n=\frac{m\pi}{2L},\qquad m=2n-1=1,3,5,\ldots
\]
Since \(\tau=1/(\alpha\mu^2)\),
\[
\boxed{\;\tau_n=\frac{4L^2}{\pi^2\alpha\,m^2},\qquad m=1,3,5,\ldots\;}
\]

**Q.** I remember \(L^2/(\pi^2\alpha n^2)\) for a slab. That is four times shorter for the slowest mode.

**A.** That belongs to a slab with both face temperatures prescribed. The deviation then vanishes at both ends, so \(X=\sin\mu x\) with \(\sin\mu L=0\). This gives \(\mu=n\pi/L\) and your formula.

A reflection explains the factor four. Continue a flux-heated mode evenly to \(-L<x<0\). Its slope at \(x=0\) is zero, so the continuation is smooth, and it is a mode of a slab of thickness \(2L\) with both faces isothermal. Replacing \(L\) by \(2L\) in your slowest time gives \((2L)^2/(\pi^2\alpha)=4L^2/(\pi^2\alpha)\). Physically, the excess heat of a deviation near the driven face cannot leave through that face when the flux there is prescribed. It has to cross the slab.

**Q.** You found some shape-preserving deviations. How do you know that others are not missing from a real transient?

**A.** Extend a profile \(f(x)\) from \(0\le x\le L\) to the whole line, evenly about \(x=0\) and oddly about \(x=L\):
\[
F(-x)=F(x),\qquad F(2L-x)=-F(x).
\]
Replacing \(x\) by \(-x\) in the second relation gives \(F(x+2L)=-F(-x)=-F(x)\), so \(F\) has period \(4L\). Its Fourier series contains \(\cos(j\pi x/2L)\) and \(\sin(j\pi x/2L)\). Evenness removes the sines. A shift by \(2L\) multiplies the cosine by \((-1)^j\), while \(F\) must change sign, so odd \(j\) alone survive. Those are our modes. Every square-integrable profile can thus be expanded in them, with convergence at least in the mean-square sense.

The modes are also orthogonal. For two of them,
\[
(\mu_a^2-\mu_b^2)\int_0^L X_aX_b\,dx=\big[X_aX_b'-X_bX_a'\big]_0^L=0,
\]
by the boundary conditions. The norm is
\[
\int_0^L\cos^2\mu_nx\,dx=\frac L2+\frac{\sin 2\mu_nL}{4\mu_n}=\frac L2,
\]
because \(2\mu_nL=m\pi\).

**Q.** Then give me the whole transient when the power is switched on at \(t=0\), with the slab initially at the cold-face temperature.

**A.** Initially \(\theta=0\), so \(u(x,0)=-\theta_s(x)\). We need the expansion of \(L-x\). Integration by parts gives
\[
\int_0^L(L-x)\cos\mu_nx\,dx
=\left[\frac{(L-x)\sin\mu_nx}{\mu_n}\right]_0^L+\frac1{\mu_n}\int_0^L\sin\mu_nx\,dx
=\frac{1-\cos\mu_nL}{\mu_n^2}=\frac1{\mu_n^2}.
\]
Dividing by the norm and multiplying by \(q/k\), the coefficient of \(\theta_s\) is
\[
b_n=\frac{2q}{kL\mu_n^2}=\frac{2q}{kL}\,\frac{4L^2}{\pi^2m^2}=\frac{8qL}{k\pi^2m^2}.
\]
Each mode decays with its own time, and therefore
\[
\theta(x,t)=\frac{q(L-x)}{k}-\sum_{m\ \mathrm{odd}}\frac{8qL}{k\pi^2m^2}\cos\frac{m\pi x}{2L}\;e^{-t/\tau_n}.
\]
The extension of \(L-x\) is a continuous triangle wave and the coefficients fall as \(1/m^2\), so the series converges uniformly, including at \(t=0\).

No second solution exists. The difference \(w\) of two solutions starts at zero and has the boundary conditions of \(u\), so
\[
\frac{d}{dt}\,\frac12\int_0^Lw^2dx=\alpha\int_0^Lw\,w''\,dx=-\alpha\int_0^Lw'^2dx\le0,
\]
where primes are derivatives in \(x\). An integral that starts at zero, cannot be negative and cannot grow stays zero.

**Q.** Chip designers use networks of resistors and capacitors. Is such a network related to this series, or is it a fit?

**A.** It can be either. For this slab, one such network is the series itself, read at the heated face. Define the slab's thermal resistance and heat capacity,
\[
R=\frac{L}{kA},\qquad C=cAL .
\]
With \(q=P/A\), the coefficient \(b_n\) divided by \(P\) is
\[
R_n=\frac{8R}{\pi^2m^2}.
\]
Setting \(x=0\) in the expansion of \(\theta_s\) gives \(\sum R_n=R\). The rise of the heated face per unit power is then
\[
Z(t)=\frac{\theta(0,t)}{P}=R-\sum_nR_ne^{-t/\tau_n}=\sum_nR_n\left(1-e^{-t/\tau_n}\right).
\]
A resistor \(R_n\) in parallel with a capacitor \(C_n\), fed by heat flow \(P\), obeys \(C_n\dot v+v/R_n=P\). Starting from zero, it gives \(v=PR_n(1-e^{-t/R_nC_n})\). A series of such pairs, called a Foster chain, reproduces \(Z(t)\) if \(R_nC_n=\tau_n\). Thus
\[
C_n=\frac{\tau_n}{R_n}=\frac{4L^2}{\pi^2\alpha m^2}\,\frac{\pi^2m^2}{8R}=\frac{L^2}{2\alpha R}=\frac C2 .
\]
The last step uses \(L^2/\alpha=cL^2/k=RC\). All the capacitances are equal.

**Q.** Infinitely many capacitors of half the slab's heat capacity? That stores more heat than the slab can.

**A.** Not in the steady state, because the capacitors do not all warm by the same amount. Rung \(n\) then has the rise \(PR_n\) and holds the heat \(\frac C2PR_n\). Since \(\sum R_n=R\), the total is \(\frac12CPR\). This is just what the slab holds, its capacity \(C\) times its mean rise \(PR/2\).

During the transient the two differ. The rises of the rungs add up to \(\theta(0,t)\), so the chain holds \(\frac C2\theta(0,t)\). In the numerical example below this is 0.040 J at 0.1 ms, though only 0.010 J has been supplied. The heat in the capacitors is therefore not the heat in the slab. Moreover, the sum of the \(C_n\) diverges while the slab has the finite capacity \(C\), which shows that the rungs are not slices. Each represents a mode spread over the whole thickness. The chain reproduces the temperature of the heated face, and its inner nodes should not be read as temperatures at successive depths.

**Q.** The chain was matched to a power step. Real chips have varying power.

**A.** The same chain serves. Let \(a_n(t)\) be the coefficient of mode \(n\) in \(\theta\) itself, \(a_n=(2/L)\int_0^L\theta\cos\mu_nx\,dx\). Differentiate, insert the heat equation and integrate by parts twice:
\[
\dot a_n=\frac{2\alpha}{L}\left\{\left[\frac{\partial\theta}{\partial x}\cos\mu_nx+\mu_n\theta\sin\mu_nx\right]_0^L-\mu_n^2\int_0^L\theta\cos\mu_nx\,dx\right\}.
\]
At \(x=L\) both boundary terms vanish, since \(\cos\mu_nL=0\) and \(\theta=0\). At \(x=0\) the sine vanishes, and the lower limit contributes \(-\partial\theta/\partial x=q/k\). With \(\alpha/k=1/c\) and \(\alpha\mu_n^2=1/\tau_n\),
\[
\dot a_n=\frac{2q(t)}{cL}-\frac{a_n}{\tau_n}.
\]
Multiplying by \(C/2=cAL/2\) turns the first term into \(Aq=P\) and the second into \(a_n/R_n\):
\[
\frac C2\,\dot a_n=P(t)-\frac{a_n}{R_n}.
\]
This is the equation of one rung for a time-dependent power. At \(x=0\) every cosine equals one, so the face temperature is the sum of the \(a_n\).

**Q.** Let me see numbers. I would have guessed a single time constant \(RC\).

**A.** Take round parameters: \(L=0.5\) mm, \(A=1\) cm², \(k=100\) W/(m K), \(c=2\times10^6\) J/(m³ K) and \(P=100\) W. Then
\[
\alpha=\frac{100}{2\times10^6}=5\times10^{-5}\ \mathrm{m^2/s},\qquad
R=\frac{5\times10^{-4}}{100\times10^{-4}}=0.05\ \mathrm{K/W},
\]
\[
C=2\times10^6\times10^{-4}\times5\times10^{-4}=0.1\ \mathrm{J/K}.
\]
The final rise is \(PR=5\) K, and your guess is \(RC=5\) ms. The slowest time is
\[
\tau_1=\frac{4(5\times10^{-4})^2}{\pi^2\times5\times10^{-5}}=2.026\times10^{-3}\ \mathrm{s}=2.026\ \mathrm{ms}.
\]
In general \(\tau_1=(4/\pi^2)RC=0.405\,RC\). Your value would follow if the whole heat capacity sat at the heated face, behind the full resistance. In the slab the capacity is spread evenly over the depth, so heat stored below the heated face has less than the full resistance to cross.

The next times are \(\tau_1/9=0.225\) ms, \(\tau_1/25=0.081\) ms and \(\tau_1/49=0.041\) ms. A finite-volume heat balance, which uses the boundary conditions but not the cosine formula, gives the same four times within the tested relative tolerance of \(2\times10^{-4}\). With both face temperatures prescribed, the slowest time drops to 0.507 ms.

**Q.** If \(\tau_1\) is so much longer than the rest, may I keep one exponential?

**A.** At late times, yes. The heated face then follows
\[
\theta(0,t)\simeq PR\left(1-\frac{8}{\pi^2}e^{-t/\tau_1}\right).
\]
The neglected terms have total weight \(1-8/\pi^2=0.189\), and each decays at least as fast as \(e^{-9t/\tau_1}\). The error, relative to the final rise, is therefore at most \(0.189\,e^{-9t/\tau_1}\).

To find when 90 % of the final rise is reached, set the remaining fraction to one tenth:
\[
\frac8{\pi^2}e^{-t/\tau_1}=\frac1{10},\qquad t_{90}\simeq\tau_1\ln\frac{80}{\pi^2}=2.093\times2.026\ \mathrm{ms}=4.24\ \mathrm{ms}.
\]
The full series gives the same value to the printed digits.

At 1 ms the first mode alone gives 2.526 K and the full series 2.520 K. At 0.1 ms they give 1.142 K and 0.798 K, so the single exponential is 43 % too high relative to the full result. At \(t=0\) it starts at \(0.189\times5\ \mathrm K=0.95\) K instead of zero.

**Q.** Then add a few more exponentials, and the start is cured.

**A.** It improves, but a finite number cannot give the right initial slope. Differentiate the series at \(x=0\) for \(t>0\). Each coefficient becomes
\[
\frac{b_n}{\tau_n}=\frac{8qL}{k\pi^2m^2}\,\frac{\pi^2\alpha m^2}{4L^2}=\frac{2q\alpha}{kL}=\frac{2q}{cL},
\]
so that
\[
\frac{d\theta(0,t)}{dt}=\frac{2q}{cL}\,S(t),\qquad S(t)=\sum_{m\ \mathrm{odd}}e^{-am^2},\qquad a=\frac{\pi^2\alpha t}{4L^2}.
\]
All modes contribute equally at first. With \(N\) terms the initial slope is \(2qN/(cL)\), which is finite. With all of them it diverges, and we can find how.

The function \(g(m)=e^{-am^2}\) decreases, so \(2g(m+2)\le\int_m^{m+2}g\,dm'\le2g(m)\). Summing over odd \(m\) gives
\[
\frac12\int_1^\infty g\,dm\le S\le\frac12\int_1^\infty g\,dm+g(1).
\]
The piece from 0 to 1 lies between 0 and 1, and \(g(1)\le1\). Hence \(S\) differs from \(\frac12\int_0^\infty g\,dm\) by an amount between \(-\frac12\) and \(1\). The Gaussian integral is
\[
\frac12\int_0^\infty e^{-am^2}dm=\frac14\sqrt{\frac\pi a}=\frac{L}{2\sqrt{\pi\alpha t}} .
\]
The leading slope is \(q/(c\sqrt{\pi\alpha t})\). Integrating from zero, and using \(c\sqrt\alpha=\sqrt{kc}\),
\[
\theta(0,t)\simeq2q\sqrt{\frac{t}{\pi kc}}\qquad(\alpha t\ll L^2).
\]
The integrated remainder lies between \(-qt/(cL)\) and \(2qt/(cL)\). Relative to the leading term it is at most \(\sqrt{\pi\alpha t}/L\) in size, so it vanishes as \(t\to0\).

The infinite initial slope belongs to the model, in which the source has no heat capacity and Fourier's law holds at every scale. A source layer with heat capacity \(C_\ell\) starts with the finite slope \(P/C_\ell\). In the example, a layer 10 µm thick with the same \(c\), taken at the face temperature, lowers the rise at 0.1 ms from 0.798 K to 0.706 K. Fourier's law itself fails once \(\sqrt{\alpha t}\) is no longer large against the mean free paths of the heat carriers.

**Q.** The thickness has dropped out. How can a slab not know its own thickness?

**A.** At early times the heat has not yet reached the cold face in any appreciable amount, and the heated face responds as if the slab were very thick. For the example at 0.1 ms,
\[
2\times10^6\sqrt{\frac{10^{-4}}{\pi\times100\times2\times10^6}}\ \mathrm K=0.798\ \mathrm K,
\]
in agreement with the full series. The agreement is much closer than the bound guarantees. Doubling the thickness at the same flux also leaves the calculated rise at 0.798 K.

The law remains close at 1 ms, with 2.523 K against 2.520 K. At 5 ms it gives 5.64 K, above the final rise of 5 K, while the series gives 4.66 K. By then the cold face controls the response.

**Q.** How many rungs would you keep in a simulation?

**A.** That depends on the earliest time you need. The first four resistances are 40.53, 4.50, 1.62 and 0.83 mK/W. They add to 47.48 mK/W, which is 95 % of \(R\). If the rest is dropped, the final rise at 100 W is too low by \(100\times(50-47.48)\) mK, or 0.25 K.

A simple repair is to add the missing 2.52 mK/W as a resistor without a capacitor. The final value is then right, but the face jumps by 0.25 K when the power is switched on. The error of this repaired chain is the sum of the omitted decaying terms. The slowest of them has \(m=9\) and time \(\tau_1/81=0.025\) ms, so the jump matters for pulses of about that length or shorter, and its effect fades within a few times 0.025 ms after the switching.

**Q.** Does every transient end with \(\tau_1\)?

**A.** Once the power has become constant, every one whose deviation from the steady state contains the first mode. While the power still changes slowly, the face follows the power instead. If that coefficient is zero, the final decay is faster. A uniform, unheated slab does contain it. For unit initial rise the coefficient is
\[
\frac2L\int_0^L\cos\mu_1x\,dx=\frac{2\sin\mu_1L}{\mu_1L}=\frac4\pi .
\]
The finite-volume calculation started from this uniform profile gives a final decay time of 2.026 ms, equal to \(\tau_1\) at this precision. The heating history changes the weights of the modes, not their times.

**Q.** No real cooler is isothermal. How badly does that spoil the formula?

**A.** Let the cold face lose heat through a film with coefficient \(h\) to a fixed temperature, now taken as the zero of \(\theta\). Then \(-kX'(L)=hX(L)\). With \(X=\cos\mu x\) this becomes \(k\mu\sin\mu L=h\cos\mu L\), or
\[
\mu L\tan\mu L=B,\qquad B=\frac{hL}{k}.
\]
Here \(1/B\) is the film resistance \(1/(hA)\) divided by \(R\). For finite \(B\) the first root lies below \(\pi/2\), so the slowest time is longer than \(\tau_1\).

For good cooling, write \(\mu L=\pi/2-\varepsilon\). Since \(\tan(\pi/2-\varepsilon)\simeq1/\varepsilon\), the leading result is \(\varepsilon\simeq\pi/(2B)\), and \(\mu L\simeq(\pi/2)(1-1/B)\). The slowest time varies as \(1/\mu^2\), so it becomes
\[
\tau\simeq\frac{4L^2}{\pi^2\alpha}\left(1+\frac2B\right)\qquad(B\gg1).
\]
A film resistance of 5 % of \(R\) thus lengthens it by about 10 %.

For poor cooling, \(B\ll1\), the first root obeys \((\mu L)^2\simeq B\), and
\[
\tau\simeq\frac{L^2}{\alpha B}=\frac{cL}{h}=\frac{C}{hA}.
\]
The slab is then nearly uniform and discharges its whole heat capacity through the film. The odd-square formula no longer describes the slowest time.

The example slab reaches \(B=20\) only with \(h=4\times10^6\) W/(m² K), a film resistance of 2.5 mK/W. A cooler with 0.2 K/W on the same area has \(h=5\times10^4\) W/(m² K) and \(B=0.25\), and the slowest time is then 10.7 times \(\tau_1\), about 22 ms. For a thin die behind such a cooler, the cooler sets the slowest time, not the odd-square formula.

**Q.** And where else should I distrust it?

**A.** Where an assumption of the heat equation used here fails. Heat from a hot spot on a wider slab also spreads sideways. Once it has had time to do so, the one-dimensional modes do not suffice unless the spot is much wider than the slab is thick. If \(k\) or \(c\) changes appreciably over the temperature rise, the equation is nonlinear and its solutions cannot be superposed. A stack of different layers has its own eigenvalue condition. The flux is matched at each interface, and so is the temperature if the joint is perfect. A joint with contact resistance adds a temperature jump proportional to the flux. For one uniform slab with prescribed flux and an isothermal cold face, the numerical output lets you compare the series with the direct heat balance at six times.

## Computed results

```
thickness L = 0.500 mm
area A = 1.000 cm^2
conductivity k = 100.0 W/(m K)
heat capacity per volume c = 2.000e+06 J/(m^3 K)
power P = 100.0 W
flux q = 1.000e+06 W/m^2
diffusivity alpha = 5.000e-05 m^2/s
slab resistance R = 0.05000 K/W
slab heat capacity C = 0.10000 J/K
product R C = 5.0000 ms
final rise of heated face = 5.0000 K
m=1: tau formula 2.02642 ms, grid 2.02643 ms
m=3: tau formula 0.22516 ms, grid 0.22516 ms
m=5: tau formula 0.08106 ms, grid 0.08106 ms
m=7: tau formula 0.04136 ms, grid 0.04136 ms
m=1: Foster R 40.5285 mK/W, C 0.05000 J/K
m=3: Foster R 4.5032 mK/W, C 0.05000 J/K
m=5: Foster R 1.6211 mK/W, C 0.05000 J/K
m=7: Foster R 0.8271 mK/W, C 0.05000 J/K
first-mode weight 8/pi^2 = 0.81057 (no unit)
tau_1/(R C) = 0.40528 (no unit)
slowest time, both faces fixed = 0.50661 ms
sum of 200000 Foster R / R = 0.9999990 (no unit)
heated-face rise in K:
t/ms  series  grid  first mode  square-root law
  0.1    0.7979    0.7978    1.1423    0.7979
  0.5    1.7841    1.7841    1.8333    1.7841
  1.0    2.5204    2.5204    2.5257    2.5231
  2.0    3.4894    3.4894    3.4895    3.5682
  5.0    4.6563    4.6563    4.6563    5.6419
 10.0    4.9709    4.9709    4.9709    7.9788
early rise at 0.1 ms, doubled thickness = 0.7976 K
time to 90 percent, series = 4.2404 ms
time to 90 percent, first mode = 4.2404 ms
final decay time, unheated slab = 2.02643 ms
```
